# Why one trap per 100,000 sites can halve an interstitial's diffusion

## Question

I am working through an exercise on impurity diffusion. A dilute interstitial moves through a crystal in which a fraction $10^{-5}$ of the interstitial sites are traps. A trap binds one atom by 0.60 eV. I am supposed to show that, with local equilibrium at 600 K, the traps slow diffusion by a factor of about 2.1.

Two things stop me. First, 99.999% of the sites are ordinary, so I would expect a tiny correction. Second, the traps are called saturable, but the exercise gives no interstitial concentration. Surely full traps cannot slow anything? Does "dilute" settle that, and what does local equilibrium require in a real layer, say hydrogen in boron-doped silicon?

## Answer

Your second worry is justified: the exercise needs one more condition. The interstitials must be so few that the *traps* are nearly empty. That is much stricter than having few interstitials per ordinary site.

### Setting up the model

Let $x$ be the number of traps divided by the number of interstitial sites, and let $c$ be the occupied fraction of ordinary sites. I call $c$ the free occupancy. Let $\theta$ be the occupied fraction of traps. Each site holds at most one atom. A trapped atom has energy $-E_b$ relative to a free one, with $E_b>0$, and binding changes no other part of the free energy. Define

$$K=e^{E_b/k_BT}.$$

The traps are fixed, uniformly distributed and rare, $x\ll1$. Without them the diffusivity is $D$.

### How full are the traps?

Take a region with $M$ ordinary sites, $m$ traps and $N$ atoms, of which $j$ are trapped. The number of arrangements times the Boltzmann factor is

$$W(j)=\binom{m}{j}\binom{M}{N-j}K^j .$$

To find the most probable $j$, compare neighbouring terms. The first binomial changes by $(m-j)/(j+1)$, the second by $(N-j)/(M-N+j+1)$, and the last factor by $K$:

$$\frac{W(j+1)}{W(j)}=K\,\frac{m-j}{j+1}\,\frac{N-j}{M-N+j+1}.$$

At the maximum this ratio is 1. For large numbers the added ones can be dropped, so

$$K(m-j)(N-j)=j\,(M-N+j).$$

Divide by $mM$ and use $\theta=j/m$ and $c=(N-j)/M$:

$$K(1-\theta)c=\theta(1-c).$$

Since the interstitial is dilute, $c\ll1$, replace $1-c$ by 1. Then $Kc=\theta(1+Kc)$, or

$$\theta=\frac{Kc}{1+Kc}. \tag{1}$$

The trap filling is governed by $Kc$, not by $c$. With $K$ near $10^5$, an occupancy $c=10^{-5}$ is extremely dilute on the ordinary sites and yet fills about half the traps.

As a test of (1), I summed all the $W(j)$ for 1000 traps at $x=10^{-5}$ and 2000 atoms, at your temperature and binding energy. The mean filling is 0.6047; equation (1), with the atom number conserved, gives 0.6046.

### From trap filling to diffusion

The total number of atoms per interstitial site is $(1-x)c+x\theta$. Because $x\ll1$, this is

$$n=c+x\theta. \tag{2}$$

Trapped atoms do not move, so the flux comes from the gradient of the free atoms. Per unit site density,

$$J=-D\frac{\partial c}{\partial z},\qquad
\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial z}
=D\frac{\partial^2c}{\partial z^2}. \tag{3}$$

Conservation applies to $n$, while the flux is driven by $c$. The slowing comes from this mismatch.

Local equilibrium means that (1) holds at each position and time, even while the concentrations change. Then $n$ is a function of $c$ alone. By the quotient rule,

$$\frac{d\theta}{dc}=\frac{K(1+Kc)-Kc\,K}{(1+Kc)^2}=\frac{K}{(1+Kc)^2},$$

and therefore

$$R\equiv\frac{dn}{dc}=1+\frac{xK}{(1+Kc)^2}. \tag{4}$$

The chain rule gives $\partial n/\partial z=R\,\partial c/\partial z$. Put this into the flux:

$$J=-\frac{D}{R}\frac{\partial n}{\partial z},\qquad D_{\rm eff}=\frac DR. \tag{5}$$

So $R$ is the slowing factor for the spreading of the total concentration. To raise the free occupancy by $dc$, one must supply $R\,dc$ atoms, because the traps take their share.

If the traps are partly filled, $R$ varies with $c$, and $D/R$ must stay inside the derivative: $\partial n/\partial t=\partial_z[(D/R)\,\partial_z n]$. If they are nearly empty, $R$ is constant and the ordinary diffusion equation returns with a smaller coefficient.

### The number for nearly empty traps

For $Kc\ll1$, equation (4) becomes

$$R_0=1+xK. \tag{6}$$

At 600 K, $k_BT=0.05170$ eV, so

$$\frac{E_b}{k_BT}=\frac{0.60}{0.05170}=11.605,\qquad K=e^{11.605}=1.096\times10^5,$$

$$R_0=1+10^{-5}\times1.096\times10^5=2.096\approx2.1 .$$

This answers your first worry. Traps are rare by a factor $10^{-5}$, but each is favoured by a factor $10^5$. The two nearly cancel, and an atom spends slightly more than half its time trapped.

### The same factor from a single walker

There is a route that does not assume local equilibrium at every moment. Let one atom hop on a lattice where all barrier tops have the same energy. Its hopping rate to each neighbour is $w$ from an ordinary site and $w/K$ from a trap. All neighbours remain equally likely, so the traps do not alter the statistics of the path. They alter the waiting times.

Over a long path, a fraction $x$ of the visits are to traps. Relative to an ordinary site, the mean wait per hop is

$$(1-x)\times1+x\times K=1+x(K-1).$$

The mean square displacement per hop is unchanged, so the diffusivity falls by this factor. For $K\gg1$ it agrees with (6).

I tested this with the hopping equations on a periodic cubic lattice, using three traps in a cell of $8^3=512$ sites. Here $x=0.00586$, and I chose $K=187.04$ to keep $xK$ at your value. The decay rate of a long-wavelength disturbance gives a slowing of 2.0901, and so does $1+x(K-1)$.

### When the traps saturate

With $x$, $E_b$ and $T$ held fixed, equations (1) and (4) give:

| Free occupancy $c$ | Trap filling $\theta$ | $R$ |
|---|---|---|
| $10^{-8}$ | 0.001 | 2.09 |
| $10^{-6}$ | 0.099 | 1.89 |
| $10^{-5}$ | 0.523 | 1.25 |
| $10^{-4}$ | 0.916 | 1.01 |

All four rows are dilute in the sense $c\ll1$, but the first alone gives 2.1. To find the limit, ask when $R$ drops to 2.05:

$$(1+Kc)^2=\frac{xK}{1.05}
\quad\Longrightarrow\quad
c=\frac{\sqrt{xK/1.05}-1}{K}=2.0\times10^{-7}.$$

Above this free occupancy, the factor no longer rounds to 2.1.

In the opposite limit, $Kc\gg1$, equation (4) becomes $R\simeq1+x/(Kc^2)$, which tends to 1. Full traps still hold atoms, but they cannot take up more when $c$ rises, so they do not delay a further change.

This also explains the square in (4). The ratio of all atoms to free atoms is $n/c=1+xK/(1+Kc)$, with no square. It tells you how the atoms are shared at a given moment. The spreading of the total concentration depends on the slope $dn/dc$ instead. The two factors agree when the traps are nearly empty. If labelled atoms spread while the total concentration stays uniform, the trap filling does not change, and their slowing factor is $n/c$.

### What local equilibrium requires

Let $\nu_c$ be the rate at which a free atom is captured when all traps are empty, and $\nu_r$ the release rate of a trapped atom. In equilibrium, capture and release balance:

$$\nu_c\,c(1-\theta)=\nu_r\,x\theta .$$

Equation (1) says $\theta/(1-\theta)=Kc$. Hence $\nu_c=xK\nu_r$. Out of equilibrium, the filling obeys

$$\frac{\partial\theta}{\partial t}=\nu_r\,[Kc(1-\theta)-\theta]. \tag{7}$$

Consider a layer of thickness $L$ with closed faces and a small concentration ripple $\cos(\pi z/L)$. Without traps, the ripple decays at the rate $\pi^2D/L^2$. Dividing this by the actual decay rate gives a measured slowing factor. I integrated (3) and (7) in time for two cases, keeping $xK=1.096$:

- With fast exchange, $\nu_r=10^4D/L^2$, and half-filled traps, $Kc=1$, the measured factor is 1.274. Equation (4) gives $1+1.096/4=1.274$.
- With slow exchange, $\nu_r=0.01D/L^2$, and nearly empty traps, $Kc=10^{-3}$, the factor is 1.005 for the free atoms between times $0.05L^2/D$ and $0.25L^2/D$. Equation (4) would give about 2.1.

In the slow case, $\nu_c=0.011D/L^2$ is far below the decay rate $\pi^2D/L^2$. The free atoms spread out before many are captured, so their early decay does not show the factor in (4). The ripple in the trapped atoms remains until they are released, after a time of about $1/\nu_r=100L^2/D$. The total concentration then has a fast and a slow part, and no single $D_{\rm eff}$ describes it.

For nearly empty traps, the first correction for finite exchange is easy to find. Let $c$ and $\theta$ both vary as $e^{-\lambda t}$ in the ripple. Equation (7) with $\theta\ll1$ gives $-\lambda\theta=\nu_r(Kc-\theta)$, so

$$\theta=\frac{Kc}{1-\lambda/\nu_r},\qquad R=1+\frac{xK}{1-\lambda/\nu_r}. \tag{8}$$

The trapped population lags behind the falling free population and slightly increases $R$. For nearly empty traps, local equilibrium therefore requires $\lambda\ll\nu_r$. Partly filled traps adjust faster: at fixed $c$, equation (7) gives the relaxation rate $\nu_r(1+Kc)$.

### A layer of boron-doped silicon

Take hydrogen in a layer 1 µm thick at 600 K. I use rough values: $5\times10^{22}$ interstitial sites per cm³, a diffusion prefactor of 0.01 cm²/s and a migration barrier of 0.5 eV. The trap density is then $5\times10^{17}$ cm⁻³, one trap per boron atom. Let $c=10^{-8}$, for which $R=2.09$. Then

$$D=0.01\,e^{-0.5/0.05170}=6.3\times10^{-7}\ \text{cm}^2/\text{s},$$

$$D_{\rm eff}=\frac{6.3\times10^{-7}}{2.09}=3.0\times10^{-7}\ \text{cm}^2/\text{s}.$$

The diffusion time scale $L^2/D$ is 16 ms without traps; with them it becomes $L^2/D_{\rm eff}=33$ ms. The total hydrogen density is $1.0\times10^{15}$ cm⁻³, of which 52% is trapped.

To check the exchange rate, treat a trap as an absorbing sphere of radius $r$, far from its neighbours. In a steady state, the same number of atoms per second, $F$, crosses each surrounding sphere of radius $\rho$:

$$F=4\pi\rho^2D\frac{dC}{d\rho}.$$

Here $C$ is the free-atom density. Integrating from $C(r)=0$ to $C_\infty$ far away gives $C_\infty=F/(4\pi Dr)$, so $F=4\pi rDC_\infty$. With $N_t$ traps per volume, the capture rate per free atom is

$$\nu_c=4\pi rDN_t.$$

For a rough radius of 0.25 nm, the capture time $1/\nu_c$ is 10 µs. The release time is longer by $xK$, 11 µs. Both are far shorter than 33 ms. Time integration with these rates gives $R=2.097$ instead of 2.094, an increase consistent with (8). Local equilibrium is therefore a good assumption for this layer. The sphere model leaves out the attraction between positive hydrogen and negative boron, which shortens both times and strengthens this conclusion.

### How far to trust 2.1 in real silicon

The doping is ordinary, but the hydrogen content is low. Hydrogen treatments can introduce enough to passivate much of the boron. Saturation then reduces $R$, and the electric field discussed below changes the diffusion even more. The value 0.60 eV comes from the exercise and is not a recommended binding energy for boron–hydrogen pairs. The real binding may well be stronger, and an extra 0.2 eV would raise $R_0$ above 50. The factor 2.1 is therefore not a prediction for boron-doped silicon. The assumption of one trap position per boron atom, matched to one ordinary site per silicon atom, is also doubtful. If hydrogen sits at bond centres, a boron atom offers four positions, though one hydrogen fills the trap, while the crystal has two ordinary positions per silicon atom. For nearly empty traps, the ratio of trapped to free atoms is multiplied by $4/2$, and $R$ becomes $1+2xK=3.2$.

Temperature and binding energy matter just as much, because they enter through an exponential. Setting $xK=1$ gives

$$T=\frac{E_b}{k_B\ln(1/x)}=605\ \text{K},$$

so your exercise sits almost at the crossover where half the atoms are trapped. With nearly empty traps and the other inputs fixed:

- At 500 K, $R=12.2$; at 700 K, $R=1.21$.
- Changing $E_b$ by $-0.05$ or $+0.05$ eV gives 1.42 or 3.88.
- A binding entropy of $-k_B$ or $+k_B$ multiplies $K$ by $e^{-1}$ or $e$, giving 1.40 or 3.98.

The second digit of $R$ is therefore meaningful only if the binding energy is known to about 0.002 eV, with the other inputs exact.

At the low hydrogen content of this example, charge adds smaller effects. Positive hydrogen is attracted to negative boron even outside the trap. Write the attraction divided by $k_BT$ as $u=(\ell/\rho)e^{-\rho/\lambda_D}$. With a relative permittivity of 11.7, the Coulomb length is $\ell=2.4$ nm and the screening length is $\lambda_D=8.2$ nm. A uniform potential does not redistribute atoms, so I subtract the linear term, which represents the mean. For randomly placed boron, the mean Boltzmann factor of this potential is $e^{g}$, where $g$ is

$$N_t\int_{0.4\,\text{nm}}^\infty(e^u-1-u)\,4\pi\rho^2d\rho\approx0.12,$$

with the inner cutoff at 0.4 nm. A free atom feels this potential, and so does a trapped atom, through the borons other than its own. The factor $e^{g}$ therefore multiplies both terms of $1+xK$, and the equilibrium weight rises by about $2.1\,(e^{0.12}-1)\approx0.27$. This is only an order of magnitude. An inner cutoff of 0.25 nm gives $g=0.29$ and a rise of about 0.7. There is only about one boron atom within a screening length, so linear screening is marginal. The effect of the potential on the hopping itself is left out.

A hydrogen gradient also creates an electric field $E$. Zero hole current requires $eE/k_BT=\partial\ln p/\partial z$, where $p$ is the hole density. The flux of positive hydrogen is then

$$J_C=-D\left(\frac{\partial C}{\partial z}-C\frac{\partial\ln p}{\partial z}\right).$$

Both free hydrogen and neutral boron–hydrogen pairs reduce $p$ by one hole each, so $\partial p/\partial z=-R\,\partial C/\partial z$. The flux is multiplied by $1+RC/p$, which is 1.002 here. Neglecting intrinsic carriers is reasonable too: a rough estimate puts them at 1% of the boron density. The hole densities used here also take all unpaired boron as ionised; a simple acceptor model leaves 4–5% of it neutral at 600 K.

The field cannot be neglected at higher hydrogen content. At $c=10^{-6}$, the free hydrogen density is $C=5.0\times10^{16}$ cm⁻³ and neutrality leaves $p=4.0\times10^{17}$ cm⁻³. The flux is then multiplied by 1.24, and the slowing factor is $1.89/1.24=1.53$ instead of 1.89. The saturation table above therefore applies to neutral interstitials; for positive hydrogen in this layer, only its first row is a good approximation. In the last two rows the free hydrogen alone would equal or exceed the boron density, so it could not all be positive in a layer that remains p-type.

Tunnelling through the migration barrier may matter for $D$. For a rough barrier wavenumber of 1000 cm⁻¹, the leading Wigner correction, $1+(h\nu/k_BT)^2/24$, is 1.24. Since $h\nu/k_BT=2.4$ is not small, higher terms matter, and the full factor for a parabolic barrier is 1.29. Tunnelling does not change the equilibrium weight $xK$, so it leaves $R$ alone while local equilibrium holds. Hydrogen molecules and other defects are not included.

For your exercise, then, state that $Kc\ll1$ and use $R_0=1+xK=2.1$. The remaining values behind this example are in the numerical output below.

## Values computed for the example and the checks

```
temperature: 600 K; kT: 0.05170 eV
binding energy: 0.60 eV; trap site fraction: 1e-05
E_b/kT: 11.605; K: 1.0959e+05; x*K: 1.0959
slowing factor R, empty traps: 2.0959
canonical sum, trap occupancy: 0.60470
occupancy law, same case: 0.60462
lattice walk: x 0.00586, K 187.04
lattice walk R: 2.0901; formula: 2.0901
time integration R, half-filled traps: 1.2741
formula R, half-filled traps: 1.2740
time integration R, very slow exchange: 1.0046
free occupancy 1e-08: trap filling 0.0011, R 2.0935
free occupancy 1e-06: trap filling 0.0988, R 1.8901
free occupancy 1e-05: trap filling 0.5229, R 1.2495
free occupancy 1e-04: trap filling 0.9164, R 1.0077
free occupancy where R = 2.05: 1.974e-07
same limit as density: 9.87e+15 cm^-3
temperature where x*K = 1: 604.8 K
R at 500 K, empty traps: 12.162
R at 700 K, empty traps: 1.209
site density (rough): 5.0e+22 cm^-3
trap density: 5.0e+17 cm^-3
prefactor (rough): 0.01 cm2/s; barrier: 0.5 eV
layer thickness: 1.0 um
example free occupancy: 1e-08; R: 2.0935
total hydrogen: 1.047e+15 cm^-3
trapped share of hydrogen: 52.26 %
D: 6.312e-07 cm2/s; D_eff: 3.015e-07 cm2/s
thickness^2/D: 15.84 ms
thickness^2/D_eff: 33.17 ms
capture radius (rough): 0.25 nm
capture time: 10.09 us
release time: 11.05 us
R with finite exchange rate: 2.0971
R with 4 trap sites per B, 2 sites per Si: 3.192
R, binding entropy -1/+1 k_B: 1.403 / 3.979
R, binding energy -0.05/+0.05 eV: 1.417 / 3.882
relative permittivity (rough): 11.7
Coulomb length: 2.38 nm; Debye: 8.18 nm
Coulomb tail beyond 0.4 nm adds to R: 0.120
field factor on hydrogen flux: 1.00210
band state density (rough): 8.49e+19 cm^-3
gap at 600 K (rough): 1.0 eV
intrinsic carriers: 5.36e+15 cm^-3
intrinsic carriers/acceptors: 0.0107
holes/band state density: 0.0059
barrier wavenumber (rough): 1000 cm^-1
Wigner tunnelling factor on D: 1.240
```
